\section*{Why random silicon isotopes split the boron acceptor quartet}

\section{The mean crystal and the actual crystal}

A calculation of the boron ground level in natural silicon has to choose its host. One choice gives every site the mean atomic mass. The other assigns masses 28, 29 and 30 at random, solves for the acceptor, and repeats this for many arrangements. To first order in the mass disorder, the first choice serves for the average centre of the level, about which individual acceptors scatter. Its energy levels cannot show the splitting, because it restores a symmetry that the surroundings of an individual boron atom almost never have.

The ground level holds one bound hole in four degenerate states, the cubic representation $\Gamma_8$. Let $W$ be the $4\times4$ matrix of the mass perturbation in these states and $\Delta(W)$ the splitting that it causes. The mean crystal supplies $\Delta(\langle W\rangle)$, whereas an ensemble of acceptors has the mean splitting $\langle\Delta(W)\rangle$. The first is zero by cubic symmetry. The second is an average of non-negative numbers, and it vanishes only if almost every arrangement leaves the quartet unsplit.

It remains to find how a mass, which has no direction, can act on the quartet as a directional field. I treat dilute neutral boron without applied field or stress, to first order in the mass disorder. The algebra uses atomic units; numerical energies are in eV and lengths in angstrom.

\section{What one host isotope does}

Atoms vibrate even at zero temperature, and the vibration shifts the valence-band edge. For fixed force constants a vibrational frequency obeys $\omega\propto M^{-1/2}$, and the mean square zero-point displacement is proportional to $1/(M\omega)\propto M^{-1/2}$. To leading order in that displacement,
\begin{equation}
E_v(M)=E_0+A M^{-1/2},\qquad
s=\frac{dE_v}{dM}=-\frac{A M^{-1/2}}{2M}.
\end{equation}
I take the rough value $AM^{-1/2}=0.035$ eV. The mean mass number is $28.109$, so
\begin{equation}
s=-\frac{0.035}{2(28.109)}=-6.23\times10^{-4}
\ \text{eV per mass unit}.
\end{equation}

Now change the mass at one site $i$ by $\delta M_i$. The edge has three $p$-like orbitals $X,Y,Z$, apart from spin. Let $h$ be the real symmetric $3\times3$ matrix of the spin-independent perturbation between them. The site has tetrahedral symmetry. A half-turn about $z$ reverses $X$ and $Y$ but not $Z$, so $h_{XZ}=-h_{XZ}=0$ and $h_{YZ}=0$; a half-turn about $x$ gives $h_{XY}=0$. A threefold rotation permutes the orbitals, so the diagonal elements are equal. One isotope therefore acts on the edge orbitals as a number times the identity.

In a uniform crystal of $N$ atoms, changing all masses by $\delta M$ shifts the edge by $s\,\delta M$, so each site contributes $s\,\delta M/N$. With $\Omega$ the volume per atom, the local term $s\,\delta M_i\,\Omega\,\delta(\mathbf r-\mathbf R_i)$ reproduces this, since a uniform envelope has density $1/(N\Omega)$. This form neglects gradients of the envelope across the site. A hole energy is minus an electron energy, hence
\begin{equation}
W_{nm}=-s\Omega\sum_i\delta M_i P_{nm}(\mathbf R_i),\qquad
P_{nm}(\mathbf r)=\psi_n^\dagger(\mathbf r)\psi_m(\mathbf r),
\label{W}
\end{equation}
where $\psi_n$ is the multicomponent envelope of quartet state $n$. The perturbation is a scalar at each site, so any directional effect must come from $P$.

\section{A solvable acceptor}

The hole Hamiltonian near the edge, in the four-band limit of large spin-orbit splitting, is
\begin{equation}
H=\frac{\gamma_1k^2}{2}-k^2\left[\gamma_2Q_E(\hat{\mathbf k})
+\gamma_3Q_T(\hat{\mathbf k})\right]+V(r),
\label{H}
\end{equation}
with $J_i$ the spin-$3/2$ matrices and
\begin{align}
Q_E(\mathbf n)&=\sum_i n_i^2J_i^2-\tfrac54,&
Q_T(\mathbf n)&=\sum_{i<j}n_in_j(J_iJ_j+J_jJ_i).
\end{align}
Their sum is $Q(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-5/4$. The eigenvalues of $(\mathbf n\cdot\mathbf J)^2$ are $9/4$ and $1/4$, so $Q$ has eigenvalues $\pm1$ and $Q^2=1$.

Take first the spherical case $\gamma_2=\gamma_3=\gamma$. For a function $f(r)$,
\begin{equation}
\partial_i\partial_jf=\frac{f'}{r}\delta_{ij}
+\frac{x_ix_j}{r^2}\left(f''-\frac{f'}{r}\right).
\end{equation}
Since $k_ik_j=-\partial_i\partial_j$ and the $\delta_{ij}$ part drops out of the traceless combination,
\begin{equation}
k^2Q(\hat{\mathbf k})f(r)=-\left(f''-\frac{f'}{r}\right)Q(\hat{\mathbf r}).
\label{mix}
\end{equation}
The valence band thus turns an $s$ envelope ($l=0$) partly into a $d$ envelope ($l=2$). Total angular momentum $3/2$ can be formed once from $l=0$ and once from $l=2$ with spin $3/2$. As $Q(\hat{\mathbf r})$ is invariant under joint rotation of space and spin, the quartet has the form
\begin{equation}
\psi_m=\frac{1}{\sqrt{4\pi}}\left[f(r)+g(r)Q(\hat{\mathbf r})\right]\chi_m,
\qquad \int_0^\infty(f^2+g^2)r^2dr=1,
\end{equation}
with real $f,g$ and constant spinors $\chi_m$. Using $Q^2=1$,
\begin{equation}
P(\mathbf r)=\frac{1}{4\pi}\left[f^2+g^2+2fg\,Q(\hat{\mathbf r})\right].
\label{P}
\end{equation}

The first two terms shift all four states together. The third splits them, and it is an interference term: in the spherical model neither a pure $s$ nor a pure $d$ envelope would split. Physically, the four states have the same total density after angular averaging, but at a given point they can be combined into two states of higher density and two of lower density. An isotope there shifts the two pairs differently. One changed mass gives levels $\pm|s\,\delta M|\Omega|2fg|/(4\pi)$ about their centre, so
\begin{equation}
\Delta_{\rm one}=\frac{|s\,\delta M|\,\Omega\,|f(R)g(R)|}{\pi}.
\end{equation}

\section{Five ways to split, one way to shift}

Many isotopes in different directions add matrices that do not commute, so their splittings cannot simply be added. Time reversal makes the sum tractable. Choose the basis $(\phi_1,\Theta\phi_1,\phi_2,\Theta\phi_2)$, where $\Theta$ is time reversal with $\Theta^2=-1$. A Hermitian matrix that commutes with $\Theta$ has the block form
\begin{equation}
W=\begin{pmatrix}a&q\\q^\dagger&b\end{pmatrix},\qquad
q=q_0+i\mathbf q\cdot\boldsymbol\sigma ,
\end{equation}
with $a,b,q_0,\mathbf q$ real. The diagonal blocks are multiples of the identity because a perturbation that commutes with $\Theta$ cannot split one Kramers pair. The form of $q$ follows from the condition $\sigma_yq^*\sigma_y=q$ and $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$. Put $w_0=(a+b)/2$ and $d=(a-b)/2$. Since $qq^\dagger=q^\dagger q=q_0^2+\mathbf q^2$, and the off-diagonal blocks of the square cancel,
\begin{equation}
(W-w_0)^2=\begin{pmatrix}d&q\\q^\dagger&-d\end{pmatrix}^2
=(d^2+q_0^2+\mathbf q^2)\,\mathbf 1 .
\end{equation}
There are five real splitting components. Write them as $W-w_0=\sum_{a=1}^5w_a\Gamma_a$, with $\mathrm{Tr}\,\Gamma_a\Gamma_b=4\delta_{ab}$. The square is then $\sum_aw_a^2$. The traceless matrix has two eigenvalues of each sign, and
\begin{equation}
\Delta=2\left(\sum_{a=1}^5w_a^2\right)^{1/2}.
\label{Delta}
\end{equation}

The five matrices may be chosen as the traceless quadratic forms in $\mathbf J$. Two, built from $J_i^2$, form the cubic representation $E$; three, built from $J_iJ_j+J_jJ_i$, form $T_2$. Neither contains a cubic invariant, so a perturbation with cubic symmetry about boron has all $w_a=0$. This covers a uniform change of mass, and also equal changes on a complete shell of equivalent sites. It covers the mass of the boron atom itself too, because that atom sits at the point about which the cubic symmetry holds.

The second-neighbour shell shows the difference between a shell and one of its members. In the numerical model below, replacing mass 28 by 30 on one of its 12 sites splits the quartet by $7.4\times10^{-7}$ eV. The same replacement on all 12 sites leaves $4\times10^{-20}$ eV, which is rounding error. The eleven other atoms do not act more weakly; their directional parts add to cancel that of the first.

\section{From random masses to a typical splitting}

Let $p_a=\mathrm{Tr}(\Gamma_aP)/4$. Equation (\ref{W}) gives $w_a=-s\Omega\sum_i\delta M_i\,p_a(\mathbf R_i)$. Measure masses from their mean, so that $\langle\delta M_i\rangle=0$ and $\langle w_a\rangle=0$. For independent sites $\langle\delta M_i\delta M_j\rangle=\sigma_M^2\delta_{ij}$, and the double sum in $w_a^2$ reduces to
\begin{equation}
\langle w_a^2\rangle=s^2\sigma_M^2\Omega^2\sum_ip_a^2(\mathbf R_i).
\label{variance}
\end{equation}
The contributions cancel in the mean but not in the mean square. If $p_a$ varies little between neighbouring sites, $\Omega\sum_i$ becomes an integral:
\begin{equation}
\Delta_{\rm rms}^2=4\sum_a\langle w_a^2\rangle
\simeq4s^2\sigma_M^2\Omega\int\sum_ap_a^2\,d^3r .
\label{rms}
\end{equation}
In the spherical model $\sum_ap_a^2=(2fg/4\pi)^2$, because the matrix $Q$ squares to one. Angular integration gives
\begin{equation}
\Delta_{\rm rms}=2|s|\sigma_M
\left[\frac{\Omega}{\pi}\int_0^\infty f^2g^2r^2dr\right]^{1/2}.
\label{spherical}
\end{equation}

Three limits follow. A host of a single isotope has $\sigma_M=0$ and no splitting from this cause. An envelope without $d$ part has $g=0$ and no splitting, however random the host. If the envelope is stretched to a radius $R$ at fixed shape, $f$ and $g$ scale as $R^{-3/2}$, so $\Delta_{\rm rms}\propto R^{-3/2}$: a larger hole averages over more isotopes. The average removes the splitting only as $R\to\infty$.

For a mean rather than an rms value, the distribution is needed. When many sites contribute, the $w_a$ are nearly Gaussian; by cubic symmetry different components are uncorrelated. For $X=\sum_aw_a^2$, integration by parts shows that
\begin{equation}
\sqrt X=\frac{1}{2\sqrt\pi}\int_0^\infty
\frac{1-e^{-tX}}{t^{3/2}}\,dt .
\end{equation}
A Gaussian component has $\langle e^{-tw_a^2}\rangle=(1+2t\langle w_a^2\rangle)^{-1/2}$. With $t=x^2$ and $\Delta=2\sqrt X$,
\begin{equation}
\langle\Delta\rangle=\frac{2}{\sqrt\pi}\int_0^\infty
\frac{1-\prod_a(1+2x^2\langle w_a^2\rangle)^{-1/2}}{x^2}\,dx .
\label{mean}
\end{equation}
An unsplit acceptor requires five numbers to vanish together. The volume of a small ball in five dimensions makes the probability of $\Delta<\epsilon$ fall as $\epsilon^5$, once $\epsilon/2$ is well below every component's rms value.

\section{Boron in natural silicon}

Silicon departs from the spherical four-band model in two ways. Its constants $\gamma_2=0.34$ and $\gamma_3=1.45$ differ strongly, and its split-off band lies only $0.044$ eV away, close to the binding energy. The numerical model therefore keeps all six bands. In the orbitals $X,Y,Z$ its kinetic elements are
\begin{align}
H_{XX}&=\tfrac12\left[(\gamma_1+4\gamma_2)k_x^2
+(\gamma_1-2\gamma_2)(k_y^2+k_z^2)\right],\\
H_{XY}&=3\gamma_3k_xk_y,
\end{align}
and cyclic permutations, with $\gamma_1=4.3$ and spin-orbit coupling added. The potential is a Coulomb well with dielectric constant $11.7$ plus a Gaussian central-cell well of range $2.35$ angstrom. Its depth is fitted to a binding energy of $0.045$ eV; the fitted value, $0.60$ eV, belongs to the angular cutoff used here and has no meaning apart from it. These are rough typical values. The envelope includes $l=0,2,4$; its $l=0$ weight is $0.79$ and the mean hole radius is $21$ angstrom. The numbers below belong to this cutoff. Extending it to $l\le10$ lowers the well depth to $0.26$ eV and the $l=0$ weight to $0.75$, and raises the rms splitting by about $15\%$.

The isotope fractions are $0.922$, $0.047$ and $0.031$. Measured from mass 28, the mean is $0.109$, and
\begin{equation}
\sigma_M^2=0.047(1)^2+0.031(2)^2-0.109^2=0.159,\qquad
\sigma_M=0.399 .
\end{equation}
If every atom of a crystal had the mass found at one random site, the edge would shift by an rms amount $|s|\sigma_M=2.48\times10^{-4}$ eV. The lattice sum (\ref{variance}) reduces this to $2.12\times10^{-7}$ eV for each $E$ component and $9.72\times10^{-7}$ eV for each $T_2$ component. Then
\begin{equation}
\Delta_{\rm rms}=2\sqrt{2(0.212)^2+3(0.972)^2}\times10^{-6}
=3.42\times10^{-6}\ \text{eV},
\end{equation}
or $0.83$ GHz. The integral (\ref{rms}) gives $3.43\times10^{-6}$ eV, so the discreteness of the lattice matters little here.

As a direct test, 4000 random arrangements on 19128 sites were generated and each $4\times4$ matrix diagonalized. The rms splitting was $3.45\times10^{-6}$ eV. The mean was $3.20\times10^{-6}$ eV, against $3.17\times10^{-6}$ eV from (\ref{mean}). Averaging the matrices first left a splitting of $3.3\times10^{-8}$ eV. A residue near $\Delta_{\rm rms}/\sqrt{4000}=5.4\times10^{-8}$ eV is expected from a finite sample. The same matrices thus give two answers, depending on whether one averages before or after diagonalizing. With more arrangements the splitting of the averaged matrix tends to zero, while the average of the splittings settles at a finite value. About $1\%$ of the arrangements split by less than a quarter of the rms value.

No single neighbour is responsible. The largest splitting from one change of mass 28 to 30 is $9.7\times10^{-7}$ eV, at $7.1$ angstrom from boron; with $l\le8$ it is $1.2\times10^{-6}$ eV at the same distance. With $q_i=\sum_ap_a^2(\mathbf R_i)$, the effective number of contributing sites $(\sum_iq_i)^2/\sum_iq_i^2$ is about 1200. Of these, $7.8\%$, or roughly 95, carry a heavier isotope, which supports the Gaussian approximation.

\section{What the cubic bands change}

In the spherical model all five variances are equal, because $Q(\hat{\mathbf r})$ weights its five angular functions equally. In silicon the rms components stand in the ratio $0.212/0.972=0.22$. Equation (\ref{H}) suggests why. To first order in the $s$-$d$ coupling, with $\gamma_1k^2/2$ as the unperturbed kinetic energy, (\ref{mix}) replaces $gQ$ by a common radial function times $\gamma_2Q_E+\gamma_3Q_T$. The interference with $f$ then gives component amplitudes in the ratio $\gamma_2/\gamma_3=0.23$. The coupling is not small, the split-off band is near, and the computed ratio depends on the angular cutoff ($0.10$ for $l\le2$, $0.22$ for $l\le4$, $0.25$ for $l\le10$), so the closeness of the two ratios does not test the argument; the ordering is what it explains. The typical random field in silicon is thus mainly of $T_2$ type, like a shear referred to the cubic axes.

Interference between the $s$ part and the rest, taken alone, gives an rms splitting of $3.13\times10^{-6}$ eV. The remainder comes from products among the $l>0$ parts. These drop out of the splitting in (\ref{P}) but not in the cubic six-band model used here.

At a fixed binding energy of $0.045$ eV and with $l\le2$, the volume integral gives $2.9\times10^{-6}$ eV for the spherical four-band model, $3.2\times10^{-6}$ eV for the cubic four-band model and $2.6\times10^{-6}$ eV for the six-band model. The spherical model uses $\gamma=(2\gamma_2+3\gamma_3)/5=1.01$. Both four-band values are obtained by moving the split-off band to 10 eV; moving it much farther away raises them to $3.0$ and $3.3\times10^{-6}$ eV. The cutoff is complete for the spherical model but not for the others: adding $l=4$ raises the six-band value by a third, to $3.4\times10^{-6}$ eV. That change exceeds the differences between the models, so these numbers do not rank them. The result at $l\le4$ is not converged either: cutoffs of $l\le6$, $8$ and $10$ give $3.7$, $3.9$ and $3.9\times10^{-6}$ eV for the six-band model, the last about $15\%$ above the $l\le4$ value, while the cubic four-band value reaches $3.5\times10^{-6}$ eV at $l\le6$. Shortening the central-cell range to $1.5$ angstrom, with $l\le2$ and the same binding, changes the six-band value by only $3\%$. The model supports a splitting of a few times $10^{-6}$ eV, and no closer figure.

\section{Real crystals and the choice of calculation}

Reported residual splittings of acceptor ground levels in natural silicon range from roughly $5\times10^{-6}$ eV for boron to $1$--$2\times10^{-5}$ eV for the deeper acceptors Al, Ga and In. Only the boron value is to be compared with this model, whose rms splitting falls short of it by a factor of about $1.5$ at $l\le4$ and by somewhat less at larger cutoff. The splitting is proportional to the assumed edge slope $s$, which is known here only roughly, and it also depends on how compact the hole is. The calculation does not decide which of these, or which omitted effect, accounts for the difference.

Two omitted isotope effects can be sized. Isotopes differ slightly in the volume they occupy, and so strain the lattice. An estimate with isotropic elasticity, undiminished bulk deformation potentials and an assumed relative change of the lattice constant of $1.5\times10^{-5}$ per mass unit gives an rms splitting of $1.0\times10^{-6}$ eV. It is proportional to the assumed change, which may be about twice as large at low temperature. The same masses cause the strain and the edge shifts, so the two are correlated. For these two estimates, with the envelope cut off at $l=4$, full linear addition would give about $4.4\times10^{-6}$ eV, or $5.4\times10^{-6}$ eV if the size change is doubled; their actual sum can only be smaller. The second effect is the envelope gradient at a host site, which tetrahedral symmetry allows to couple to $T_2$. For an assumed coupling length of $0.5$ angstrom it gives $9.9\times10^{-7}$ eV. The gradient is odd under inversion about boron while $p_a$ is even, so for a smooth envelope the two add nearly in quadrature, an increase of about $4\%$. Second-order coupling to one nearby acceptor level is of order $\Delta_{\rm rms}^2/(0.045\ \text{eV})=2.6\times10^{-10}$ eV and is negligible; the sum over states high in the band was not estimated. Dynamic coupling to lattice vibrations is left out.

Real devices break the assumption of zero stress. Deformation potentials are a few eV, so a uniform shear or uniaxial strain of order $10^{-6}$ already splits the quartet as much as the isotopes do. At a strain of $10^{-4}$ the strain splitting is of order a hundred times larger, and isotope disorder then mainly adds a small spread to it. Electric fields from gates or charged defects can likewise hide the isotope contribution.

Temperature enters differently. The rms splitting corresponds to $0.04$ K, and at 2 K the upper doublet has $0.98$ times the population of the lower. Nearly equal populations do not remove the separation of the levels, but they make it hard to detect through occupation.

These scales settle the initial choice for dilute boron in unstressed natural silicon. The mean-mass host is adequate when energies are needed to $10^{-4}$ eV. When a calculation must resolve structure near 1 GHz within the ground level, the levels of the mean crystal are not enough. Its quartet of wave functions still gives the rms splitting through (\ref{variance}) and, for nearly Gaussian components, the mean splitting through (\ref{mean}). To obtain the levels of individual acceptors, sample the masses and diagonalize each arrangement before taking any average. The numerical output below lists the main inputs and results.

\section*{Computed values}
\begin{verbatim}
Inputs (rough typical values)
gamma1: 4.3
gamma2: 0.34
gamma3: 1.45
split-off energy: 0.044 eV
dielectric constant: 11.7
binding energy used in fit: 0.045 eV
central-cell range: 2.35 angstrom
lattice constant: 5.43 angstrom
zero-point valence-edge shift: 0.035 eV
fraction of mass 28: 0.922
fraction of mass 29: 0.047
fraction of mass 30: 0.031
Intermediate values
mean mass number: 28.109
rms mass deviation: 0.3989 mass units
valence-edge slope: -0.0006226 eV per mass unit
rms edge shift per site: 0.0002483 eV
binding without central cell, l<=2: 0.03547 eV
fitted central-cell depth: 0.5969 eV
l=0 weight of quartet: 0.7939
mean hole radius: 21.27 angstrom
host sites in sample: 19128
effective number of splitting sites: 1214
one 28-to-30 change, second shell, splitting: 7.353e-07 eV
same change on all 12 sites, splitting: 4.1e-20 eV
largest one-site splitting, 28 to 30: 9.722e-07 eV
distance of that site: 7.054 angstrom
Results
rms of one E component: 2.12e-07 eV
rms of one T2 component: 9.724e-07 eV
rms splitting, lattice formula: 3.421e-06 eV
rms splitting, volume integral: 3.425e-06 eV
rms splitting, 4000 diagonalizations: 3.452e-06 eV
rms splitting converted: 0.8273 GHz
mean splitting, formula: 3.173e-06 eV
mean splitting, diagonalizations: 3.195e-06 eV
splitting of averaged matrix: 3.3e-08 eV
share below one quarter of rms: 0.0105
rms from s with l>0 interference only: 3.132e-06 eV
Model comparison (volume integral, l<=2)
spherical four-band rms: 2.932e-06 eV
cubic four-band rms: 3.248e-06 eV
cubic six-band rms: 2.583e-06 eV
six-band rms, cell range 1.5 angstrom: 2.652e-06 eV
Neglected effects
random-strain rms splitting, upper estimate: 1.003e-06 eV
gradient rms for assumed 0.5 angstrom: 9.908e-07 eV
second-order scale: 2.6e-10 eV
temperature equal to rms splitting: 0.0397 K
upper/lower doublet population at 2 K: 0.9803
\end{verbatim}
